\section*{Hyperdynamics: Physical Time from the Exponential Bias Average}

\section{The form of the clock}

An adatom on a growing film may vibrate $10^8$ times before it leaves its site. Hyperdynamics shortens the wait by adding a bias energy $\Delta V(\mathbf r)\ge 0$ to the potential $V(\mathbf r)$ inside the site. The accelerated trajectory then needs a rule that converts its time $t$ into a physical time $t_h$.

Suppose that the rule is local and universal: the pace $dt_h/dt$ depends on the bias at the current position and on the temperature, and on nothing else. The pace is dimensionless, so it is a function $f(\beta\Delta V)$ with $\beta=1/kT$. The bias may also be added in two portions. Converting first from $V+\Delta V_1+\Delta V_2$ to $V+\Delta V_1$, and then to $V$, must give the same result as one conversion:
\begin{equation}
f(a+b)=f(a)f(b),\qquad f(0)=1 .
\label{comp}
\end{equation}
The continuous solutions are $f(a)=e^{ca}$. Composition thus fixes the exponential form but not the number $c$, nor does it show that such a rule exists. Both follow from the escape flux, which gives $c=1$ under stated conditions.

\section{The escape rate without bias}

Let $A$ be the region of configuration space that belongs to the initial state, bounded by dividing surfaces $S_i$, one for each exit. Motion is classical. All coordinates have the same mass $m$; different masses are brought to this case by rescaling the coordinates. Transition-state theory (TST) makes two assumptions: positions and velocities in $A$ are canonically distributed, and every outward crossing of $S_i$ is an escape.

The probability density of position in $A$ is $e^{-\beta V}/Z_A$, with
\begin{equation}
Z_A=\int_A e^{-\beta V}\,d\mathbf r .
\label{Z}
\end{equation}
In a time $dt$, a system with outward normal velocity $v_n>0$ crosses the element $dS$ if it lies within $v_n\,dt$ of it. The flux per unit density is therefore the mean of $v_n$ over its positive values, weighted with the Maxwell distribution:
\begin{equation}
\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}dv
=\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}=\sqrt{\frac{kT}{2\pi m}} .
\label{v}
\end{equation}
Multiplying by the density on the surface and integrating gives
\begin{equation}
k_i=\sqrt{\frac{kT}{2\pi m}}\;\frac{1}{Z_A}\int_{S_i}e^{-\beta V}\,dS .
\label{k}
\end{equation}

\section{The escape rate with bias}

Let $V_b=V+\Delta V$, with $\Delta V=0$ on every $S_i$. The masses and the temperature are unchanged, so \eqref{v} still holds. If TST also describes escape on $V_b$, then \eqref{k} applies with $V$ replaced by $V_b$. On the surfaces the two potentials agree, and only the normalization changes:
\begin{equation}
\frac{k_i^b}{k_i}=\frac{Z_A}{Z_A^b},\qquad Z_A^b=\int_A e^{-\beta V_b}\,d\mathbf r .
\label{ratio}
\end{equation}
The ratio is an average over the biased ensemble. Since $V=V_b-\Delta V$,
\begin{equation}
\frac{Z_A}{Z_A^b}=\frac{\int_A e^{\beta\Delta V}e^{-\beta V_b}d\mathbf r}{\int_A e^{-\beta V_b}d\mathbf r}
=\left\langle e^{\beta\Delta V}\right\rangle_b\equiv B .
\label{B}
\end{equation}
Thus $k_i^b=Bk_i$. The factor $B$, called the boost, does not depend on $i$, so the branching ratios are preserved:
\begin{equation}
\frac{k_i^b}{\sum_jk_j^b}=\frac{Bk_i}{B\sum_jk_j}=\frac{k_i}{\sum_jk_j}.
\label{branch}
\end{equation}

Because $\Delta V\ge0$, the boost lies between $1$ and $e^{\beta\Delta V_{\max}}$. For a weak bias, expansion of \eqref{B} gives $B\simeq1+\beta\langle\Delta V\rangle_b$. If the bias equals a constant $U$ over nearly all the biased population and is nowhere larger, $B\simeq e^{\beta U}$: the floor of the well has been raised by $U$ and the barrier lowered by the same amount.

\section{From the rate to a clock}

Define the clock reading along a biased trajectory by
\begin{equation}
t_h=\int_0^{t}w\,dt',\qquad w=e^{\beta\Delta V(\mathbf r(t'))}.
\label{clock}
\end{equation}
Let $\tau$ be the biased escape time and $k^b=\sum_ik_i^b$. A moment $t$ contributes to the final reading only if the system has survived until then, so
\begin{equation}
E[t_h(\tau)]=\int_0^\infty P(\tau>t)\,E[w\,|\,\tau>t]\,dt .
\label{mean1}
\end{equation}
Assume, as TST does, that the survivors stay canonically distributed on $V_b$. This requires relaxation inside $A$ to be fast compared with biased escape. At weak friction that is not sufficient, because the states with enough energy to escape can empty faster than they are refilled. Under the TST assumption $E[w|\tau>t]=B$ and $P(\tau>t)=e^{-k^bt}$, and
\begin{equation}
E[t_h(\tau)]=B\int_0^\infty e^{-k^bt}dt=\frac{B}{k^b}=\frac1{\sum_ik_i}.
\label{mean2}
\end{equation}
This is the physical mean escape time, and it confirms $c=1$.

The distribution of $t_h$ follows under one more condition, which is sufficient: the clock averages itself before escape, so that $t_h(\tau)\simeq B\tau$. Then
\begin{equation}
P(t_h>s)\simeq P(\tau>s/B)=e^{-k^bs/B}=e^{-s\sum_ik_i},
\label{dist}
\end{equation}
the exponential law of the unbiased system. A single increment $w\,dt$ has no such meaning. It is a statistical weight, and the vibrations seen on $V_b$ are not those of the physical system.

The quality of the averaging follows from the relative variance of one weight,
\begin{equation}
s_w^2=\frac{\langle w^2\rangle_b-B^2}{B^2}=\frac{\langle e^{2\beta\Delta V}\rangle_b}{B^2}-1 .
\label{s}
\end{equation}
The mean of $n$ independent weights has a variance smaller by $1/n$, hence a relative standard error $s_w/\sqrt n$. Along a trajectory, successive weights are correlated. If $\tau_c$ is the time integral of their normalized correlation function, a run of length $t\gg\tau_c$ is worth $n=t/2\tau_c$ independent weights.

\section{An adatom on a channelled surface}

Consider one adatom with the mass of iridium, $m=192.2$ u, in the potential
\begin{equation}
V(x,y)=\sum_{i=x,y}\frac{E_i}{2}\left(1-\cos\frac{2\pi x_i}{p_i}\right),
\label{V}
\end{equation}
where $(x_x,x_y)=(x,y)$. Along the channel $E_x=0.80$ eV and $p_x=0.27$ nm; across it $E_y=0.90$ eV and $p_y=0.38$ nm. Region $A$ is the cell $|x_i|<p_i/2$.

For exits in direction $i$, the integral over the other coordinate is the same in the numerator and denominator of \eqref{k} and cancels. With $z=E_i/2kT$, the surface factor is $e^{-2z}$, and the cell integral is
\begin{equation}
\int_{-p_i/2}^{p_i/2}e^{-z[1-\cos(2\pi x/p_i)]}dx=p_i\,e^{-z}I_0(z),
\label{bessel}
\end{equation}
which is the integral definition of the modified Bessel function $I_0$. Counting both opposite exits,
\begin{equation}
k_i=2\sqrt{\frac{kT}{2\pi m}}\;\frac{e^{-z}}{p_i\,I_0(z)} .
\label{kmodel}
\end{equation}
For $z\gg1$, $I_0(z)\simeq e^z/\sqrt{2\pi z}$, and \eqref{kmodel} becomes
\begin{equation}
k_i\simeq\frac{2}{p_i}\sqrt{\frac{E_i}{2m}}\,e^{-E_i/kT}=2\nu_i\,e^{-E_i/kT}.
\label{harm}
\end{equation}
Here $\nu_i$ is the vibration frequency at the minimum: the curvature there is $2\pi^2E_i/p_i^2$, so $2\pi\nu_i=(2\pi/p_i)\sqrt{E_i/2m}$.

At $500$ K, $kT=0.04309$ eV. Along the channel $\nu_x=1.660$ THz, and \eqref{harm} gives $2(1.660\times10^{12})e^{-18.567}\simeq2.87\times10^4$ s$^{-1}$. The full expression \eqref{kmodel} gives $2.83\times10^4$ s$^{-1}$, about 1.4\% less. Across the channel it gives $2.10\times10^3$ s$^{-1}$. The total is $3.04\times10^4$ s$^{-1}$, and the mean escape time is $32.9\ \mu$s.

\subsection{Choice of bias}

The bias depends on the potential energy alone. With $u=E_c-V$,
\begin{equation}
\Delta V=\frac{u^2}{\alpha+u}\quad(V<E_c),\qquad \Delta V=0\quad(V\ge E_c),
\label{bias}
\end{equation}
and $E_c=0.60$ eV, $\alpha=0.20$ eV. On the dividing surfaces $V\ge0.80$ eV, so the bias vanishes there. Since $dV=-du$, below $E_c$
\begin{equation}
\frac{dV_b}{dV}=1-\frac{u^2+2\alpha u}{(\alpha+u)^2}=\frac{\alpha^2}{(\alpha+u)^2}>0 .
\label{slope}
\end{equation}
The force is thus scaled down without changing direction, and no new minimum appears. The factor tends to 1 at $u=0$, so the force is continuous.

At the minimum $\Delta V=0.36/0.80=0.45$ eV. The lower barrier becomes $0.35$ eV, or $8.1\,kT$, so biased escape is still a rare event. The weight at the minimum is $e^{0.45/0.04309}=3.4\times10^4$. Its average is smaller, because the biased adatom also visits regions where $\Delta V$ is smaller: quadrature of \eqref{B} gives $B=4371$. An average over $2\times10^5$ independent positions drawn from the biased distribution gives $4381\pm17$. The ratio of the fluxes on $V_b$ and $V$ is $4371$ for both directions, as \eqref{ratio} requires.

The mean biased escape time is $32.94\ \mu\mathrm{s}/4371=7.54$ ns. With a time step of 10 fs this takes $7.5\times10^5$ steps instead of $3.3\times10^9$. The weights have $s_w^2=3.0$, so a 5\% standard error in $B$ needs $3.0/0.05^2\simeq1200$ independent samples. If $\tau_c$ were 1 ps, a value assumed here, a run of 7.54 ns would contain about 3800 samples and fix $B$ to about 3\%.

\section{A bias that leaks onto the surface}

Suppose now that $\Delta V$ does not vanish on $S_i$. The identity \eqref{B} concerns the interior and remains true, so $BZ_A^b=Z_A$. The rate per unit of clock time becomes
\begin{equation}
\frac{k_i^b}{B}=\sqrt{\frac{kT}{2\pi m}}\,\frac{\int_{S_i}e^{-\beta V}e^{-\beta\Delta V}dS}{BZ_A^b}
=k_i\left\langle e^{-\beta\Delta V}\right\rangle_{S_i},
\label{leak}
\end{equation}
where the surface average has weight $e^{-\beta V}$. Each factor is at most 1, so within TST a leaking bias makes the clock overestimate the escape time. Unequal factors also distort the branching.

Raising $E_c$ to $0.90$ eV at 500 K, with $\alpha$ fixed, shows both effects. On the exits across the channel $V\ge0.90$ eV and the factor is 1. On those along the channel it is $0.591$. The share of crossings that go across the channel rises from 6.9\% to
\begin{equation}
\frac{2095}{2095+0.591\times28260}=11.15\% ,
\label{share}
\end{equation}
and the total flux per unit clock time is too small by the factor $30360/18780\simeq1.62$. The lower biased barrier is here only $2.3\,kT$, so escape is not a rare event. The condition for \eqref{mean2} is not met, and the mean clock reading need not follow from this flux.

Equations \eqref{ratio} and \eqref{leak} were tested on trajectories at 2000 K, where crossings are frequent. For each bias, 4000 adatoms were followed for 40 ps. At each 10 fs step, 3\% of the velocities were redrawn from the Maxwell distribution. All crossings were counted, including returns, because the equilibrium flux \eqref{k} contains them. The rates per unit clock time, in ns$^{-1}$, were:

\begin{center}
\begin{tabular}{lcc}
 & along & across\\
TST, \eqref{kmodel} & 29.70 & 12.66\\
no bias & $29.38\pm0.71$ & $12.70\pm0.42$\\
$E_c=0.60$ eV & $29.82\pm0.33$ & $12.43\pm0.20$\\
$E_c=1.10$ eV & $15.87\pm0.08$ & $9.37\pm0.06$\\
\eqref{leak}, $E_c=1.10$ eV & 15.94 & 9.36
\end{tabular}
\end{center}

The six counted rates lie within two standard errors of their predictions. The test concerns equilibrium fluxes; it does not show that each crossing is a completed escape.

\section{When crossings are not escapes}

Strong friction makes a system cross the dividing surface many times before its fate is settled. The extreme case is overdamped motion in one dimension with diffusion constant $D$. Let $g(x)$ be the mean clock reading at escape for a start at $x$. During $dt$ the clock gains $w\,dt$, while the position has mean drift $-\beta DV_b'dt$ and variance $2D\,dt$. Expanding $g(x)=w\,dt+E[g(x+dx)]$ to first order in $dt$ gives
\begin{equation}
D\left(g''-\beta V_b'g'\right)=D\,e^{\beta V_b}\frac{d}{dx}\left(e^{-\beta V_b}g'\right)=-e^{\beta\Delta V}.
\label{back}
\end{equation}
Multiply by $e^{-\beta V_b}/D$: the right side becomes $-e^{-\beta V}/D$. Symmetry gives $g'(0)=0$, and escape at $a=p_x/2$ gives $g(a)=0$. Two integrations yield
\begin{equation}
g(0)=\frac1D\int_0^{a}dx\,e^{\beta V_b(x)}\int_0^{x}dx'\,e^{-\beta V(x')} .
\label{mfpt}
\end{equation}
The physical escape time has $V$ in place of $V_b$ in the outer integral. The clock has therefore repaired the inner integral, over the well, but not the outer one, which is dominated by the barrier top. The bias must be absent from the whole region that contributes there.

The bias $\Delta V=\tfrac12(E_x-V)$ vanishes at the top and nowhere else, so TST would accept it. It gives $V_b=\tfrac12(E_x+V)$, which has half the barrier curvature $\kappa_b$. The outer integral is nearly half a Gaussian, proportional to $\kappa_b^{-1/2}$, and the clock reading is too long by about $\sqrt2$. For the full cosine, treat the inner integral as constant near the top and use \eqref{bessel} with the sign of the exponent reversed. With $z=E_x/2kT$,
\begin{equation}
\frac{g(0)}{g(0)|_{\Delta V=0}}\simeq\frac{e^{z/2}I_0(z/2)}{I_0(z)}=1.438\quad(500\ \mathrm K).
\label{root2}
\end{equation}
Solving \eqref{back} as a nearest-neighbour jump process on 500 points also gives $1.438$.

The bias \eqref{bias} with $E_c=0.60$ eV begins $0.20$ eV, or $4.6\,kT$, below the top. In the same calculation its ratio is $1.002$. The standard deviation of the clock reading divided by its mean is $1.000$, as for the exponential law \eqref{dist}.

Hyperdynamics thus does not require TST to be exact. If the bias vanishes throughout the region where recrossing is decided, both potentials share the same transmission factor, and the clock returns the physical rate with recrossing included. At strong friction this region is the neighbourhood of the barrier top. At weak friction a trajectory may cross the next well and return before it is trapped; the bias in that well then changes the transmission factor, and the clock does not correct for this.

\section{Sizes of the neglected effects}

\paragraph{Friction.} Near the saddle, take $\ddot x=\omega^2x-\gamma\dot x+\xi(t)$, with thermal noise $\xi$ of correlation $(2\gamma kT/m)\delta(t-t')$. Let $\lambda>0$ solve $\lambda^2+\gamma\lambda=\omega^2$. The combination $A_+=\dot x+(\lambda+\gamma)x$ then obeys $\dot A_+=\lambda A_++\xi$. A trajectory that starts at $x=0$ with velocity $v$ ends on the far side if $v+\eta>0$, where
\begin{equation}
\eta=\int_0^\infty e^{-\lambda t}\xi\,dt,\qquad \langle\eta^2\rangle=\frac{\gamma}{\lambda}\frac{kT}{m}.
\label{eta}
\end{equation}
Let $\theta$ be the unit step function. The escape flux per unit density at $x=0$ is $\langle v\,\theta(v+\eta)\rangle$, with each crossing counted with its sign: a trajectory that ends on the far side then counts once in total if it came from the near side, and zero if it came from the far side. For independent Gaussians, $\langle v\,\theta(v+\eta)\rangle=\langle v^2\rangle/\sqrt{2\pi(\langle v^2\rangle+\langle\eta^2\rangle)}$. Dividing by the TST value \eqref{v} gives the Kramers factor
\begin{equation}
\frac{1}{\sqrt{1+\gamma/\lambda}}=\frac{\lambda}{\omega}=\sqrt{1+\frac{\gamma^2}{4\omega^2}}-\frac{\gamma}{2\omega}.
\label{kramers}
\end{equation}
In the cosine potential $\omega=2\pi\nu_x$. For an assumed $\gamma=1$ ps$^{-1}$ the factor is $0.953$, so recrossing at the saddle alone makes TST overestimate the rate by about 5\%. At that friction, an adatom that just clears the barrier loses, to first order in $\gamma$,
\begin{equation}
\gamma\int_{-a}^{a}\sqrt{2m(E_x-V)}\,dx=\frac{4\gamma E_x}{\omega}=0.31\ \mathrm{eV}=7.1\,kT
\label{loss}
\end{equation}
while crossing the next cell. This favours trapping there but does not guarantee it, because the thermal noise makes the loss vary. Some trajectories cross the whole cell and either jump on or return, so the total overestimate by TST is larger than the 5\% from the saddle. On $V_b$ the same integral contains $E_x-V_b$ and the loss is smaller, so the two potentials need not share the same transmission factor even at this friction. Weaker friction makes correlated multiple jumps more frequent; the single-escape rates do not describe them.

\paragraph{Quantum motion.} Let $q=\hbar\omega/kT$. Thermal averaging of the transmission of a parabolic barrier multiplies the classical rate by $(q/2)/\sin(q/2)$. Replacing the classical partition function $1/q$ of the well by the quantum one, $1/[2\sinh(q/2)]$, multiplies it by $\sinh(q/2)/(q/2)$. The product, $\sinh(q/2)/\sin(q/2)$, raises the rate along the channel by 0.2\%.

\paragraph{Temperature.} With the same bias, the boost is $5.4\times10^4$ at 400 K and $834$ at 600 K. The total rates are $285$ and $6.9\times10^5$ s$^{-1}$. Cooling from 600 to 400 K lengthens the physical wait about 2400-fold, but the biased wait only from 1.7 to 65 ns.

\paragraph{Many atoms.} An energy-based bias loses its effect as the system grows. Take $E_c$ fixed first. For $f$ harmonic coordinates the unbiased mean of $V$ is $fkT/2$, which reaches $E_c=0.60$ eV at $f\simeq28$, or about nine atoms. Beyond that the system is mostly above $E_c$, where $\Delta V=0$; the boost falls steeply with $f$ and is largely lost well before this size. Since the typical energy on the dividing surface also grows with $f$, $E_c$ can be raised at the price of a small leak \eqref{leak}. This delays the loss but does not prevent it, because the fluctuations of $V$, of size $kT\sqrt{f/2}$, eventually exceed the barrier. A bias built from local quantities, such as bond lengths, can remain effective in larger systems, with the same condition on the dividing surfaces.

\paragraph{The real surface.} Atomic layer deposition of iridium operates, roughly, at 500 K and somewhat above, with pulse and purge times of the order of a second. At the TST rate the model adatom makes about $3\times10^4$ jumps in one second. Its barriers are round values of a plausible size for a strongly bound metal adatom, not computed iridium barriers. Measured barriers depend strongly on the face: they are far lower, near $0.3$ eV, on the close-packed one, and on the channelled (110) face the motion across the channel is reported to be an exchange that is easier than the hop along it. The jump count therefore belongs to the model only. A real surface also moves, carries ligands or oxygen, and may offer exchange with a surface atom. The rigid single-adatom assumption is therefore the first to question. A missed mechanism with a barrier $0.1$ eV lower and the same prefactor would be $10$ times faster at 500 K, far more than the friction and quantum corrections found above. It would also add a dividing surface on which the bias must vanish. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
adatom mass: 192.2 u
barriers along, across channel: 0.80, 0.90 eV
periods along, across channel: 0.27, 0.38 nm
bias level E_c, softness alpha: 0.60, 0.20 eV
temperature: 500 K; kT: 0.04309 eV
bias at the minimum: 0.450 eV
exp(bias at minimum/kT): 3.434e+04
biased barrier along channel: 0.350 eV
biased barrier / kT: 8.12
vibration frequency along channel: 1.660 THz
TST rate along channel: 2.826e+04 1/s
TST rate across channel: 2095 1/s
total TST rate: 3.036e+04 1/s
mean physical escape time: 32.94 us
boost B by quadrature: 4371.3
boost B from 200000 samples: 4380.6 +- 17
biased/unbiased flux ratio, along: 4371.3
biased/unbiased flux ratio, across: 4371.3
mean biased MD time to escape: 7.536 ns
MD step: 10 fs
MD steps to escape, unbiased: 3.29e+09
MD steps to escape, biased: 7.54e+05
relative variance s^2 of the clock weight: 3.009; sampled: 3.000
independent samples for 5 % error in B: 1204
share of jumps across channel: 6.90 %
leaking bias at 500 K, level: 0.90 eV
  clock-rate factors along, across: 0.591, 1.000
  share of jumps across channel: 11.15 %
trajectory test at 2000 K, rates along; across in 1/ns
  TST: 29.70; 12.66
  no bias: 29.38 +- 0.71; 12.70 +- 0.42
  valid bias: 29.82 +- 0.33; 12.43 +- 0.20
  leaking bias: 15.87 +- 0.08; 9.37 +- 0.06
  leaking-bias level: 1.10 eV
  leaking-bias formula: 15.94; 9.36
overdamped escape at 500 K, clock time / physical time
  bias absent from barrier top: 1.0024
  its standard deviation / mean: 0.9999
  bias zero only at the top: 1.4378; formula: 1.4379
quantum correction to rate along channel: 0.212 %
Kramers factor at friction 1.0 1/ps: 0.9532
energy loss per passage at that friction: 0.307 eV = 7.12 kT
rate factor for a barrier 0.1 eV lower: 10.18
at 400 K: total rate 284.6 1/s, boost 5.408e+04
at 600 K: total rate 6.899e+05 1/s, boost 834.3
\end{verbatim}
